\section*{Size intensivity of EOM-CC and linear-response coupled-cluster transition moments}

\section{Transition moments of noninteracting replicas}

A polar two-electron model molecule, defined in Sec.~\ref{s:ex}, has a transition at $\omega=0.3039\,E_h$ (8.27 eV) with dipole strength $0.9470\,(ea_0)^2$, the same from full configuration interaction (FCI), equation-of-motion (EOM) CCSD and linear-response (LR) CCSD. When two, three or four parallel copies that do not interact are treated as one system, LR-CCSD still gives $0.9470$ per molecule, while EOM-CCSD gives $0.9135$, $0.8800$ and $0.8465\,(ea_0)^2$. The excitation energy does not move. The loss of $0.0335\,(ea_0)^2$ per added copy comes from one term in the EOM moment $T_{0k}$, taken between the ground-state bra and the excited-state ket.

\subsection{Conventions}

Atomic units are used. The reference $|0\rangle$ is a determinant, and the commuting excitation operators $\tau_\mu$ generate the orthonormal determinants $|\mu\rangle=\tau_\mu|0\rangle$. The manifold holds every excitation of rank $1$ to $n$, with $n=2$ for CCSD. With $T=\sum_\mu t_\mu\tau_\mu$, $\bar O=e^{-T}Oe^{T}$, $\langle\Lambda|=\langle0|(1+\Lambda)=\langle0|+\sum_\mu\lambda_\mu\langle\mu|$ and a one-electron operator $X$, define
\begin{align}
A_{\mu\nu}&=\langle\mu|[\bar H,\tau_\nu]|0\rangle, & h_\nu&=\langle0|\bar H|\nu\rangle, \nonumber\\
\xi_\mu&=\langle\mu|\bar X|0\rangle, & \eta_\nu&=\langle\Lambda|[\bar X,\tau_\nu]|0\rangle,\nonumber\\
F_{\mu\nu}&=\langle\Lambda|[[\bar H,\tau_\mu],\tau_\nu]|0\rangle .\label{def}
\end{align}
$F$ is symmetric by the Jacobi identity, because $[\tau_\mu,\tau_\nu]=0$. For the same reason $\partial\bar O/\partial t_\nu=[\bar O,\tau_\nu]$. An excited state $k$ is a real eigenvalue $\omega_k$ of the Jacobian, $AR=\omega_kR$, $LA=\omega_kL$, $L\cdot R=1$; $R$ also denotes the operator $\sum_\nu R_\nu\tau_\nu$. Since $R\to cR$, $L\to L/c$ is allowed, the moments $T_{0k}$ and $T_{k0}$ depend on the scaling, and the strength $S=T_{0k}T_{k0}$ does not.

\subsection{The linear-response moment}

Time-dependent coupled-cluster theory makes the time integral of $\langle\Lambda|e^{-T}(H-i\partial_t)e^{T}|0\rangle$ stationary. Because the $\tau_\mu$ commute, $e^{-T}\partial_te^{T}=\dot T$, and $\langle\Lambda|\dot T|0\rangle=\lambda\cdot\dot t$, so the Lagrangian is $\langle\Lambda|\bar H|0\rangle-i\lambda\cdot\dot t$. The Euler--Lagrange equations in $\lambda_\mu$ and $t_\nu$ are
\begin{equation}
i\dot t_\mu=\langle\mu|\bar H|0\rangle,\qquad -i\dot\lambda_\nu=\langle\Lambda|[\bar H,\tau_\nu]|0\rangle .\label{eom}
\end{equation}
For a stationary state the first gives the amplitude equations $\langle\mu|\bar H|0\rangle=0$. In the second, $\langle0|[\bar H,\tau_\nu]|0\rangle=h_\nu$ because $\langle0|\tau_\nu=0$, so
\begin{equation}
\lambda A=-h .\label{lam}
\end{equation}
Now add $\epsilon e^{-i\omega t}X$ to $H$, keep the orbitals fixed, and write the first-order changes as $\epsilon e^{-i\omega t}t(\omega)$ and $\epsilon e^{-i\omega t}\lambda(\omega)$. A factor $e^{-i\omega t}$ turns $i\partial_t$ into $\omega$. The first of Eqs.~\eqref{eom} gives $\omega t(\omega)=At(\omega)+\xi$. In the second the right side changes through $X$, through $t$ and through $\lambda$, which gives $-\omega\lambda(\omega)=\eta+Ft(\omega)+\lambda(\omega)A$. Hence
\begin{equation}
t(\omega)=-(A-\omega)^{-1}\xi,\qquad \lambda(\omega)=-[\eta+Ft(\omega)](A+\omega)^{-1}.\label{first}
\end{equation}
The first-order change of $\langle\Lambda|\bar X|0\rangle$ is $\eta\cdot t(\omega)+\lambda(\omega)\cdot\xi$, and $-(A+\omega)^{-1}\xi=t(-\omega)$, so
\begin{equation}
\langle\langle X;X\rangle\rangle_\omega=\eta\cdot[t(\omega)+t(-\omega)]+t(-\omega)Ft(\omega).\label{resp}
\end{equation}
For eigenstates of $H$ this function is $\sum_k|\langle0_{\rm gs}|X|k\rangle|^2[(\omega-\omega_k)^{-1}-(\omega+\omega_k)^{-1}]$, with $0_{\rm gs}$ the ground state, and LR theory defines $S$ as the residue of \eqref{resp} at $\omega_k$. Near that pole $(A-\omega)^{-1}\simeq RL/(\omega_k-\omega)$, so $t(\omega)\simeq R\,(L\cdot\xi)/(\omega-\omega_k)$, while $t(-\omega)$ is regular provided $-\omega_k$ is not an eigenvalue of $A$. The residue factorizes into
\begin{align}
T_{k0}&=L\cdot\xi,\label{Tk0}\\
T^{\rm LR}_{0k}&=\eta\cdot R+t(-\omega_k)FR=\eta\cdot R+\bar M\cdot\xi,\qquad \bar M(A+\omega_k)=-FR .\label{TLR}
\end{align}
The last form follows from $\bar M\cdot\xi=-FR\,(A+\omega_k)^{-1}\xi$ and the symmetry of $F$.

\subsection{The equation-of-motion moment}

EOM-CC diagonalizes $\bar H$ in the space $\{|0\rangle,|\mu\rangle\}$. From the definition of $A$, $\langle\mu|\bar H|\nu\rangle=A_{\mu\nu}+\langle\mu|\tau_\nu\bar H|0\rangle$. The amplitude equations leave in $\bar H|0\rangle$ the part $E|0\rangle$ and determinants of rank above $n$, which $\tau_\nu$ raises further or annihilates, so the last term is $E\delta_{\mu\nu}$ and
\begin{equation}
\bar H-E=\begin{pmatrix}0&h\\0&A\end{pmatrix}.\label{Hmat}
\end{equation}
The ground state has right vector $|0\rangle$ and, by \eqref{lam}, left vector $\langle\Lambda|$. A left vector $(l_0,L)$ at $\omega_k$ obeys $0=\omega_kl_0$ from the first column, so $l_0=0$ and $LA=\omega_kL$. A right vector $(r_0,R)$ obeys $AR=\omega_kR$ and $h\cdot R=\omega_kr_0$. With \eqref{lam}, $h\cdot R=-\lambda AR=-\omega_k\lambda\cdot R$, so
\begin{equation}
r_0=-\lambda\cdot R,\label{r0}
\end{equation}
which is orthogonality to $\langle\Lambda|$. The excitation energies are those of LR theory, and the moment from $|0\rangle$ to the left vector is $L\cdot\xi$, Eq.~\eqref{Tk0} again. The other moment is
\begin{equation}
T^{\rm EOM}_{0k}=\langle\Lambda|\bar X(r_0+R)|0\rangle .\label{TEOMdef}
\end{equation}
Write $\bar XR=[\bar X,R]+R\bar X$. The commutator gives $\eta\cdot R$. In $\langle\Lambda|R\bar X|0\rangle$ insert all determinants $|p\rangle$ between $R$ and $\bar X$. The factor $\langle\Lambda|R|p\rangle$ has no contribution from $\langle0|$, since $\langle0|R=0$, and it vanishes unless the rank of $p$ is at most $n-1$, so $p$ is the reference or lies in the manifold. With $\bar X_{00}=\langle0|\bar X|0\rangle$,
\begin{align}
\langle\Lambda|R\bar X|0\rangle&=(\lambda\cdot R)\bar X_{00}+\sum_\mu\langle0|\Lambda R|\mu\rangle\xi_\mu,\nonumber\\
r_0\langle\Lambda|\bar X|0\rangle&=-(\lambda\cdot R)(\bar X_{00}+\lambda\cdot\xi).
\end{align}
The terms in $\bar X_{00}$ cancel, and
\begin{equation}
T^{\rm EOM}_{0k}=\eta\cdot R+\bar N\cdot\xi,\qquad \bar N_\mu=\langle0|\Lambda R|\mu\rangle-(\lambda\cdot R)\lambda_\mu .\label{TEOM}
\end{equation}
Equations \eqref{TLR} and \eqref{TEOM} differ in the vector that multiplies $\xi$. When the manifold is complete, \eqref{Hmat} is a similarity transform of $H-E$ and \eqref{eom} is the Schr\"odinger equation, so both strengths equal the FCI value, and $\bar N\cdot\xi=\bar M\cdot\xi$ whenever $T_{k0}\neq0$.

\subsection{Block structure for noninteracting fragments}

Let $H=H_A+H_B$, $X=X_A+X_B$, with orbitals localized on one fragment each and $|0\rangle=|0_A0_B\rangle$. Operators on different fragments commute, since each contains an even number of fermion operators. Excitations that change the electron number or $S_z$ of a fragment can be set aside: $H_I$ and $X_I$ conserve both, so zero amplitudes solve their equations, they have $\xi=h=0$, and $A$ does not couple them to the rest. Three classes remain: local to $A$, local to $B$, and composite, $\tau_\mu\tau_\nu$ with $\mu\in A$, $\nu\in B$ and total rank at most $n$.

Take $T=T_A+T_B$ with the amplitudes of the isolated fragments. Then $\bar H=\bar H_A+\bar H_B$, as $T_B$ commutes with $H_A$. The local amplitude equations are those of the fragments. The composite ones hold because $\bar H_A|0\rangle$ leaves $B$ in its reference and $\bar H_B|0\rangle$ leaves $A$ in its reference, so neither overlaps a determinant excited on both. The same argument for $\bar X=\bar X_A+\bar X_B$ gives
\begin{equation}
\xi=(\xi^A,\xi^B,0).\label{xi}
\end{equation}
For a column of the Jacobian local to $A$, $[\bar H,\tau_\mu]=[\bar H_A,\tau_\mu]$ leaves $B$ unexcited, so the rows $B$ and $AB$ vanish. For a composite column,
\begin{equation}
[\bar H,\tau_\mu\tau_\nu]|0\rangle=[\bar H_A,\tau_\mu]\tau_\nu|0\rangle+\tau_\mu[\bar H_B,\tau_\nu]|0\rangle .\label{comp}
\end{equation}
A row $\mu'$ local to $A$ has $B$ in its reference and picks the second term, giving $C^A_{\mu',\mu\nu}=\delta_{\mu'\mu}h^B_\nu$; likewise $C^B_{\nu',\mu\nu}=h^A_\mu\delta_{\nu'\nu}$. In the order $(A,B,AB)$,
\begin{equation}
A=\begin{pmatrix}A^A&0&C^A\\0&A^B&C^B\\0&0&A^{AB}\end{pmatrix}.\label{blocks}
\end{equation}
Let $\omega_k$ be an eigenvalue of $A^A$, and assume that neither $\omega_k$, $-\omega_k$ nor $0$ is an eigenvalue of $A^B$ or $A^{AB}$. The vector $R=(R^A,0,0)$ is a right eigenvector, so $\omega_k$ is intensive. For the left vector, the column blocks give $L^AA^A=\omega_kL^A$, $L^BA^B=\omega_kL^B$ and hence $L^B=0$, and $L^{AB}(A^{AB}-\omega_k)=-L^AC^A$, whose source $L^A_\mu h^B_\nu$ is nonzero when some pair of total rank at most $n$ has both factors nonzero (in CCSD, when the singles parts of $L^A$ and $h^B$ are nonzero). The normalization $L\cdot R=L^A\cdot R^A$ is that of the fragment. Back substitution in \eqref{first} with \eqref{xi} gives $t^{AB}(-\omega_k)=0$ and then the fragment values of $t^A$ and $t^B$. The first two column blocks of \eqref{lam} give the fragment values of $\lambda^A$ and $\lambda^B$, and the third determines composite multipliers $Z_{\mu\nu}$, so $\Lambda=\Lambda_A+\Lambda_B+\Lambda_{AB}$.

\subsection{The intensive terms}

By \eqref{xi}, $T_{k0}=L^A\cdot\xi^A$: the composite part of $L$ meets a zero, and $T_{k0}$ is intensive in both methods. In $\eta\cdot R=\langle\Lambda|[\bar X,R]|0\rangle$ the part $\bar X_B$ commutes with $R$. What remains acts on $A$ alone and leaves $B$ unexcited, so $\Lambda_B$ and $\Lambda_{AB}$ have no overlap with it, and $\eta\cdot R$ is the fragment value.

For the last LR term, $(FR)_\nu=\langle\Lambda|[[\bar H_A,R],\tau_\nu]|0\rangle$. For $\nu\in B$ the outer commutator joins operators on different fragments and vanishes,
\begin{equation}
(FR)_\nu=0,\qquad\nu\in B,\label{FAB}
\end{equation}
as an operator identity that holds whatever $\Lambda_{AB}$ is. For $\nu\in A$ the element is the fragment value, as for $\eta$. Composite elements multiply $t^{AB}=0$. The spectator does respond to the field, $t^B\neq0$, but \eqref{FAB} removes it, and $T^{\rm LR}_{0k}$ equals its value for isolated $A$ at any rank $n$. Equivalently, the column block $B$ of \eqref{TLR} reads $\bar M^B(A^B+\omega_k)=0$, so $\bar M^B=0$.

\subsection{The term that is not intensive}

In \eqref{TEOM}, $\lambda\cdot R=\lambda^A\cdot R$. For $\mu\in A$ the ket $R|\mu\rangle$ is unexcited on $B$ and $\bar N_\mu$ is the fragment value. Composite elements multiply $\xi^{AB}=0$. For $\nu\in B$ the ket $R|\nu\rangle$ is excited on both fragments and overlaps $\Lambda_{AB}$ alone. Since $\langle0|\Lambda_A\Lambda_BR|\nu\rangle=(\lambda^A\cdot R)\lambda^B_\nu$,
\begin{equation}
\bar N_\nu=\langle0|(\Lambda_{AB}-\Lambda_A\Lambda_B)R|\nu\rangle,\qquad\nu\in B .
\end{equation}
The sum $\sum_\nu\xi^B_\nu|\nu\rangle$ may be replaced by $\bar X_B|0\rangle$, because both bras need $B$ excited with rank at most $n$. Therefore
\begin{equation}
T^{\rm EOM}_{0k}(AB)=T^{\rm EOM}_{0k}(A)+\Delta,\qquad \Delta=\langle0|(\Lambda_{AB}-\Lambda_A\Lambda_B)R\bar X_B|0\rangle .\label{Delta}
\end{equation}
The left ground state of independent fragments would be the product $\langle0|(1+\Lambda_A)(1+\Lambda_B)$, and $\Delta$ measures the departure from it. The product $\Lambda_A\Lambda_B$ reaches rank $2n$ when both fragments support rank $n$, while $\Lambda_{AB}$ stops at $n$.

The equation for $Z$ is $\langle\Lambda|$ applied to \eqref{comp}, set to zero. In the first term $B$ is in the state $\nu$, which overlaps $\Lambda_B$, giving $h^A_\mu\lambda^B_\nu$, and $\Lambda_{AB}$, giving $\sum_{\mu'}Z_{\mu'\nu}A^A_{\mu'\mu}$. The second term is the mirror image, so
\begin{equation}
\sum_{\mu'}Z_{\mu'\nu}A^A_{\mu'\mu}+\sum_{\nu'}Z_{\mu\nu'}A^B_{\nu'\nu}=-h^A_\mu\lambda^B_\nu-\lambda^A_\mu h^B_\nu ,\label{Z}
\end{equation}
where the sums run over pairs of total rank at most $n$. In CCSD all four indices are singles ($S$). Equation \eqref{Z} is then a Sylvester equation in the singles blocks $A^{SS}$, and \eqref{Delta} follows from fragment data:
\begin{equation}
\Delta=\sum_{\mu,\nu\in S}R_\mu Z_{\mu\nu}\xi^B_\nu-(\lambda^A\cdot R)(\lambda^B\cdot\xi^B),\qquad \lambda^B\cdot\xi^B=\langle\Lambda|\bar X_B|0\rangle-\langle0|\bar X_B|0\rangle .\label{DCCSD}
\end{equation}
The scalar products in the second term include doubles. Its meaning is seen by putting $\bar X_B$ directly into \eqref{TEOMdef}, where it commutes with $R$:
\begin{equation}
\Delta=r_0\langle\Lambda|\bar X_B|0\rangle+(\lambda^A\cdot R)\langle0|\bar X_B|0\rangle+RZ\xi^B .
\end{equation}
The spectator should contribute its permanent moment times the overlap $r_0+\lambda^A\cdot R=0$ of the two states of $A$. In EOM-CCSD the first half of that overlap is weighted with the coupled-cluster moment of $B$ and the second half with the moment computed without $\Lambda_B$, and $RZ\xi^B$ is the contribution of the composite multipliers. With sufficient rank the composite contribution cancels the difference exactly; in CCSD it need not even have the sign required to reduce it, as the worked example shows. A shift of origin adds $c\hat N_B$ to $X_B$; this commutes with $T$, leaves $\xi^B$ unchanged, and so leaves $\Delta$ unchanged.

Even within singles $Z$ need not equal $\lambda^A\otimes\lambda^B$. The singles columns of \eqref{lam} read $\lambda^SA^{SS}=-(h^S+g)$ with $g=\lambda^DA^{DS}$, $D$ for doubles. The product $\lambda^A_\mu\lambda^B_\nu$ therefore satisfies \eqref{Z} with $h$ replaced by $h+g$ on the right, and differs from $Z$ unless the source built from $g$ vanishes.

\subsection{Cases with $\Delta=0$}

\emph{Sufficient rank.} If $n$ reaches the sum of the highest excitation ranks of $A$ and $B$, the sums in \eqref{Z} are unrestricted. Inserting $Z_{\mu\nu}=\lambda^A_\mu\lambda^B_\nu$ gives $(\lambda^AA^A)_\mu\lambda^B_\nu+\lambda^A_\mu(\lambda^BA^B)_\nu$, which equals the right side by \eqref{lam}. Then $\Lambda_{AB}=\Lambda_A\Lambda_B$.

\emph{CCS on a Hartree--Fock reference.} The Brillouin condition gives $T=0$ and $h=0$, so $\Lambda=0$.

\emph{Symmetry.} For a totally symmetric reference, $\lambda^I$ and $h^I$ are totally symmetric in the point group of fragment $I$ and $A^I$ conserves symmetry, so the solution $Z$ of \eqref{Z} is totally symmetric in each index. Then $\Delta=0$ if state $k$ is not totally symmetric on $A$, or if $X_B$ has no totally symmetric part beyond a constant. A centrosymmetric spectator adds nothing to a dipole moment. The statement that EOM moments are not intensive thus concerns $T_{0k}$, in truncated manifolds with $\Lambda\neq0$, when symmetry permits \eqref{Delta}.

\subsection{$N$ replicas}

A third fragment $C$ does not alter $Z$ for the pair $AB$: $\bar H_C$ commutes with $\tau_\mu\tau_\nu$, and the ket \eqref{comp} leaves $C$ unexcited. The $B$ and $C$ blocks of $\bar N\cdot\xi$ are separate sums, so spectators add. For identical replicas $\omega_k$ is $N$-fold degenerate, and $L^B=0$ becomes a choice of basis. The local pairs obey $L^{(I)}\cdot R^{(J)}=\delta_{IJ}$, because $R^{(J)}$ lives on fragment $J$, where $L^{(I)}$ vanishes for $I\neq J$. The spectral projector $P=\sum_IR^{(I)}L^{(I)}$ is independent of the basis, and both moments $T_{0k}$ are linear in $R$, so the total strength is $\sum_IT_{0I}T_{I0}$. For parallel replicas, with moments of one molecule on the right,
\begin{equation}
S^{\rm LR}_N=N\,T^{\rm LR}_{0k}T_{k0},\qquad S^{\rm EOM}_N=N\,T_{k0}\left[T^{\rm EOM}_{0k}+(N-1)\Delta\right].\label{SN}
\end{equation}
The EOM total contains a part proportional to $N(N-1)$. Reversing a spectator sends $X_B\to-X_B$ up to a constant and changes the sign of its $\Delta$, so the deviation depends on the orientation of molecules that do not interact.

\subsection{Worked example}\label{s:ex}

The molecule is a half-filled Hubbard chain,
\begin{equation}
H=\sum_{s\sigma}\varepsilon_sn_{s\sigma}-t_h\sum_{s\sigma}(a^\dagger_{s\sigma}a_{s+1,\sigma}+{\rm h.c.})+U\sum_sn_{s\uparrow}n_{s\downarrow},
\end{equation}
with dipole $X=\sum_sx_s(1-n_s)$ and round parameters: two sites $2\,a_0$ apart, $t_h=0.1$, $U=0.3$, $\varepsilon=\mp0.1\,E_h$, restricted Hartree--Fock reference. FCI means diagonalization of this model Hamiltonian, with one orbital per site and on-site repulsion alone. Two electrons allow rank 2 at most, so CCSD is complete for one molecule: $E=-0.122168\,E_h$ in both CCSD and FCI, against $-0.089351\,E_h$ for the reference. The brightest state has $\omega_k=0.303931\,E_h$. With $R$ scaled so that $T^{\rm LR}_{0k}=T_{k0}$, and with $\bar M\cdot\xi=\bar N\cdot\xi=-0.263548\,ea_0$,
\begin{equation}
T_{0k}=1.236674-0.263548=0.973126\,ea_0=2.473\ {\rm D},
\end{equation}
$S=0.946975\,(ea_0)^2$, equal to the FCI value, and $f=\tfrac23\omega_kS=0.1919$.

For \eqref{DCCSD}, $\lambda\cdot R=-0.208480$ and $\lambda\cdot\xi=0.485331-0.639219=-0.153888\,ea_0$. Their product with the sign reversed is $-0.03208\,ea_0$, and $RZ\xi=-0.00232\,ea_0$, so
\begin{equation}
\Delta=-0.00232-0.03208=-0.03440\,ea_0=-0.087\ {\rm D},
\end{equation}
which is $-3.5\%$ of $T_{0k}$. This size belongs to a strongly correlated model and is not typical of polar molecules: at $U=3t_h$ the restricted reference is unstable toward spin-symmetry breaking, and the multipliers that feed $\Delta$ are large. With the other parameters unchanged the ratio is $-0.06\%$ at $U=0.1\,E_h$ and $-9.7\%$ at $U=0.5\,E_h$. The composite term adds to the deviation here and does not cancel part of it, and the element $Z_{11}=-0.001197$ has the opposite sign to $\lambda_1\lambda_1=0.002535$. There are two singles, one per spin, equivalent under spin exchange, so, with the phases of the two determinants chosen alike, $\lambda^S$, $h^S$ and $g$ are multiples of $(1,1)$, an eigenvector of $A^{SS}$ with eigenvalue $a$. Equation \eqref{Z} gives $2aZ_{11}=-2h_1\lambda_1$, while $a\lambda_1=-(h_1+g_1)$, so $Z_{11}/\lambda_1^2=h_1/(h_1+g_1)$. The ratio $-0.472$ implies $g_1\approx-3.1\,h_1$: in this model the doubles source, which the composite equation lacks, outweighs $h_1$ and sets the sign of $\lambda_1$.

Each spectator changes the strength per molecule by $T_{k0}\Delta=-0.033478\,(ea_0)^2$, evaluated with unrounded factors. Equation \eqref{SN} predicts $0.913497$, $0.880019$ and $0.846541$ for $N=2,3,4$. Supersystem calculations with replicas $50\,a_0$ apart, taking the EOM strength from the left and right eigenvectors of the projected $\bar H$, return these values, with $0.946975$ for LR; for $N=2,3$ they are unchanged when charge-transfer determinants are included (36 and 400 determinants in place of 16 and 64). At $N=4$ the EOM oscillator strength per molecule is $0.1715$, $10.6\%$ below the FCI value $0.1919$. Extrapolated with \eqref{SN}, the strength turns negative at 29 parallel spectators. An antiparallel pair gives $0.946975+0.033478=0.980453$. Three vanishing cases were tested: a centrosymmetric spectator gives $0.946975$, rank 4 at $N=3$ gives $0.946975$ per molecule, and EOM with CCS gives $1.700575$ at $N=1$ and per molecule at $N=3$, intensive but far from FCI. The case of a state that is not totally symmetric on $A$ rests on the argument above.

A four-site, four-electron chain with $U=0.2$ and $\varepsilon=-0.15,-0.05,0.05,0.15\,E_h$ covers an incomplete manifold: $\omega_k=0.114471$ (CCSD) against $0.114239\,E_h$ (FCI), and $S=6.164989$ (LR), $6.165256$ (EOM), $6.164471\,(ea_0)^2$ (FCI). The EOM error relative to FCI is $0.013\%$. One two-site spectator gives $\Delta=-0.010527\,ea_0$ and $6.165256-2.482940\times0.010527=6.139118$, an error of $-0.41\%$ relative to FCI, while LR stays at $6.164989$. LR is intensive here without being equal to FCI. With the roles exchanged, $\Delta=-0.036250\,ea_0$ lowers $0.946975$ to $0.911699$. In this pair $\|L^{AB}\|=0.0281$ and $0.0066$ for $\|R\|=1$, and the tests confirm $\xi^{AB}=0$, Eq.~\eqref{FAB}, $t^B\neq0$ and an unchanged $T_{k0}$.

Equation \eqref{resp} was tested against propagation of \eqref{eom} for two replicas at $\omega=0.2+0.1i\,E_h$, both giving $-13.540-8.432i$ a.u.; against a numerical residue, $1.893950=2\times0.946975$; and against the fixed-orbital second field derivative of the four-site CCSD energy, $-108.529$ a.u. The numerical output below lists the values of these tests.

\section*{Computed values}
\begin{verbatim}
input: t=0.1 Eh, bond=2.0 a0, separation=50.0 a0
2-site: eps=[-0.1, 0.1] Eh, U=0.3 Eh; 4-site: eps=[-0.15, -0.05, 0.05, 0.15] Eh, U=0.2 Eh
2-site E(RHF)=-0.089351 Eh, E(CCSD)=-0.122168 Eh, E(FCI)=-0.122168 Eh
omega=0.303931 Eh = 8.2704 eV
T_k0=T_0k=0.973126 e a0 = 2.4734 D; S1=0.946975, FCI 0.946975 (e a0)^2
eta.R=1.236674, Mbar.xi=-0.263548, N.xi=-0.263548 e a0
lam.R=-0.208480; lam.xi=-0.153888 e a0
<Lam|Xbar|0>=0.485331, <0|Xbar|0>=0.639219 e a0
Z_11=-0.001197, lam_1*lam_1=0.002535
R Z xi=-0.002320, -(lam.R)(lam.xi)=-0.032083 e a0
Delta=-0.034402 e a0 = -0.0874 D; Delta/T_0k=-0.035352
N=1 oscillator strength f=0.191877
N=2 dets=36: S/N LR=0.946975 EOM=0.913497 formula=0.913497 (e a0)^2, f/N EOM=0.185093
N=3 dets=400: S/N LR=0.946975 EOM=0.880019 formula=0.880019 (e a0)^2, f/N EOM=0.178310
N=2 dets=16: S/N LR=0.946975 EOM=0.913497 formula=0.913497 (e a0)^2, f/N EOM=0.185093
N=3 dets=64: S/N LR=0.946975 EOM=0.880019 formula=0.880019 (e a0)^2, f/N EOM=0.178310
N=4 dets=256: S/N LR=0.946975 EOM=0.846541 formula=0.846541 (e a0)^2, f/N EOM=0.171527
spectators for |sum Delta|>T_0k (formula): 29
N=2 <<X;X>> at w=(0.2+0.1j) Eh: propagated -13.5399-8.4324j, formula -13.5399-8.4324j au
N=2 numerical residue=1.893950 (e a0)^2
4-site d2E/dF2=-108.52899, <<X;X>>_0=-108.52907 au
4-site omega CCSD=0.114471, FCI=0.114239 Eh
4-site S LR=6.164989 EOM=6.165256 FCI=6.164471 (e a0)^2
4-site state, 2-site spectator: |L_AB|=0.0281 (|R|=1), Delta=-0.010527 e a0
   T_k0=2.482940 e a0, S LR=6.164989, S EOM=6.139118 (e a0)^2
2-site state, 4-site spectator: |L_AB|=0.0066 (|R|=1), Delta=-0.036250 e a0
   T_k0=0.973126 e a0, S LR=0.946975, S EOM=0.911699 (e a0)^2
antiparallel N=2: S/N EOM=0.980453 (e a0)^2
centrosymmetric spectator: S EOM=0.946975 (e a0)^2
rank 4, N=3: S/N EOM=0.946975 (e a0)^2
CCS: S EOM N=1 1.700575, S/N at N=3 1.700575 (e a0)^2
\end{verbatim}
